# Level Shifting in Hartree-Fock: Mixing, Descent and Convergence Rate

Two electrons on two sites, with hopping 0.1 hartree and on-site repulsion 0.6 hartree, have a symmetric Hartree-Fock solution at 0.100 hartree. Plain iteration from a slightly asymmetric density, at 0.116 hartree, never finds it: the energy climbs to 0.500 hartree and stays there. With the virtual orbitals raised by 0.6 hartree, one step suffices. With 1.8 hartree it takes 33 steps, and with 3.8 hartree 74. A shift can thus rescue the iteration, but too large a shift slows it. To see why, we separate what the shift does to the orbitals, to the energy and to the error.

## Setting and conventions

We treat real, closed-shell Hartree-Fock theory in a finite orthonormal basis. Let \(P\) be the projector on the \(n\) doubly occupied orbitals. Then

\[
F(P)=h+G(P),\qquad G(P)=2J(P)-K(P),
\]
\[
E(P)=2\,\mathrm{Tr}\,hP+\mathrm{Tr}\,P\,G(P),
\]

with \(J_{pq}=\sum_{rs}(pq|rs)P_{rs}\) and \(K_{pq}=\sum_{rs}(pr|qs)P_{rs}\). The constant nuclear repulsion is omitted from \(E\). Indices \(i,j\) denote occupied orbitals and \(a,b'\) virtual ones; \(b\ge 0\) is the shift.

One step forms \(F(P)+b(1-P)\) and takes \(P'\) as the projector on its \(n\) lowest eigenvectors. The term \(b(1-P)\) raises the current virtual space by \(b\). It does not alter the condition for a stationary point, \([F,P]=0\), because \(1-P\) commutes with \(P\).

For a change \(D=P'-P\), the symmetry \(\mathrm{Tr}\,P\,G(D)=\mathrm{Tr}\,D\,G(P)\) gives

\[
\begin{aligned}
E(P')-E(P)&=2\,\mathrm{Tr}\,hD+2\,\mathrm{Tr}\,D\,G(P)+\mathrm{Tr}\,D\,G(D)\\
&=2\,\mathrm{Tr}\,F(P)D+\mathrm{Tr}\,D\,G(D).
\end{aligned}\tag{1}
\]

There is no remainder, since the energy is quadratic in \(P\). The first term is what a step would gain if the mean field stayed frozen. The second is the response of the field to the step.

## First contribution: the mixing denominator

Diagonalize the occupied and virtual blocks of the current \(F\) separately. Call their eigenvalues \(\varepsilon_i,\varepsilon_a\), and let \(d_{ai}=\varepsilon_a-\varepsilon_i\). Away from convergence the coupling \(F_{ai}\) remains.

Let the new occupied space be spanned by \(|i\rangle+\sum_a t_{ai}|a\rangle\). That this space is invariant under the shifted matrix means

\[
\begin{pmatrix}\varepsilon_o&F_{ov}\\F_{vo}&\varepsilon_v+b\end{pmatrix}
\begin{pmatrix}1\\t\end{pmatrix}
=\begin{pmatrix}1\\t\end{pmatrix}M .
\]

The upper row gives \(M=\varepsilon_o+F_{ov}t\). Inserted in the lower row, this yields

\[
F_{ai}+(d_{ai}+b)\,t_{ai}=(t\,F_{ov}\,t)_{ai}.\tag{2}
\]

The right side is cubic in the coupling, because \(t\) itself is of first order. Hence, if every \(d_{ai}+b\) is positive, so that the small-\(t\) solution is the lowest one,

\[
t_{ai}=-\frac{F_{ai}}{d_{ai}+b}+O(F^3),\qquad
\frac{t_{ai}(b)}{t_{ai}(0)}\simeq\frac{d_{ai}}{d_{ai}+b}.\tag{3}
\]

The ratio presupposes \(d_{ai}>0\) and a coupling \(F_{ai}\) large enough to outweigh the cubic terms. It belongs to each pair separately: no single gap scales the whole step. Pairs with small gaps are damped most, while a pair with \(d_{ai}\gg b\) hardly notices the shift.

Water in RHF/6-31G, with bond length 0.96 Å and angle 104.5°, provides a check at a density that is not converged. Its frontier gap there is 0.7119 hartree. For \(b=1\) hartree, equation (3) predicts \(0.7119/1.7119=0.4159\). Diagonalization gives 0.4180 at the full coupling, a difference of about 0.5 % of the predicted ratio, and 0.4159 when the coupling is reduced to 1 %. Halving the coupling from 40 % to 20 % of its value reduces the error of the first-order mixing by a factor 7.95, close to the factor 8 of a cubic error. The 0.5 % belongs to this density; other unconverged densities at a similar distance give deviations of one to several per cent.

## Second contribution: slope against curvature

Smaller mixing does not by itself mean lower energy. We need the energy to second order in \(t\). Orthonormalizing the new orbitals gives

\[
D_{vo}=t+O(t^3),\quad D_{oo}=-t^{T}t+O(t^4),\quad D_{vv}=t\,t^{T}+O(t^4).
\]

The frozen-field term of (1) is therefore

\[
2\,\mathrm{Tr}\,FD=4\sum_{ai}F_{ai}t_{ai}+2\sum_{ai}d_{ai}t_{ai}^2+O(t^3).
\]

In the linear term, one factor 2 comes from the two spins and the other from the two off-diagonal blocks. In the quadratic term, the virtual block contributes \(\varepsilon_a t_{ai}^2\) and the occupied block \(-\varepsilon_i t_{ai}^2\).

For the response term, insert \(D_{b'j}=D_{jb'}=t_{b'j}\) in \(G\). The Coulomb part contributes \(2[(ai|b'j)+(ai|jb')]=4(ai|b'j)\), and exchange contributes one integral for each ordering. Thus \(G(D)_{ai}=(Wt)_{ai}\) to first order, with

\[
W_{ai,b'j}=4(ai|b'j)-(ab'|ij)-(aj|ib').\tag{4}
\]

The trace again collects two blocks, so \(\mathrm{Tr}\,D\,G(D)=2\,t\cdot Wt+O(t^3)\). Altogether,

\[
\Delta E=4\,F\cdot t+2\,t\cdot(d+W)t+O(t^3),\tag{5}
\]

where \(d\) acts as a diagonal matrix. Inserting (3), the slope term becomes

\[
4\,F\cdot t\simeq-4\sum_{ai}\frac{F_{ai}^2}{d_{ai}+b}.\tag{6}
\]

It is negative unless the density is already stationary. For large \(b\) it falls as \(1/b\), whereas the curvature term falls as \(1/b^2\). At any given nonstationary density, a large enough shift therefore makes the slope win.

For the unconverged water density, the program takes \(b=10^5\) hartree. The product \(b\,\Delta E\) is \(-12.823\) hartree², against \(-4\sum F_{ai}^2=-12.827\) hartree². The energy does fall, but only by about \(1.3\times10^{-4}\) hartree. Such a shift is useful for testing a limit, not for computing.

## A bound that holds at every density

The argument just given leaves open how large \(b\) must be, and whether one value serves the whole iteration. Both questions can be settled without expanding in \(t\).

For a symmetric matrix \(A\) with eigenvalues \(\alpha_k\), and a rank-\(n\) projector \(Q\), \(\mathrm{Tr}\,AQ=\sum_k\alpha_kq_k\). The weights \(q_k=\langle k|Q|k\rangle\) lie between 0 and 1 and sum to \(n\). The trace is smallest when the \(n\) lowest eigenvectors are filled. Since adding \(b\) times the unit matrix changes only a constant, \(P'\) minimizes \(\mathrm{Tr}[(F-bP)Q]\). Comparing with \(Q=P\), and using \(\mathrm{Tr}\,P^2=n\),

\[
\mathrm{Tr}\,FP'-b\,\mathrm{Tr}\,PP'\le\mathrm{Tr}\,FP-bn.
\]

For two projectors of rank \(n\), \(\|D\|^2=\mathrm{Tr}\,D^2=2n-2\,\mathrm{Tr}\,PP'\). Therefore

\[
\mathrm{Tr}\,FD\le-b(n-\mathrm{Tr}\,PP')=-\tfrac b2\|D\|^2.\tag{7}
\]

The response term is bounded by the largest value \(g\) of \(\mathrm{Tr}\,D\,G(D)/\|D\|^2\) over all symmetric traceless matrices. Traceless suffices because \(P\) and \(P'\) have equal rank. Equation (1) now gives

\[
E(P')-E(P)\le-(b-g)\|D\|^2.\tag{8}
\]

For \(b>g\), every step that changes the density lowers the energy. This needs neither a small step nor positive current gaps.

The energy is bounded below, because it is continuous on the closed and bounded set of rank-\(n\) projectors. Summing (8) over the iteration shows that \(\sum\|D\|^2\) is finite, so \(D\to0\). Moreover \(P'\) commutes with \(F-bP\), whence \([F,P']=b[P,P']=b[P,D]\), and

\[
[F,P]=[F,P']-[F,D]=b[P,D]-[F,D]\to0.
\]

Any limit point is thus stationary. It need not be the global minimum. It need not even fill the lowest orbitals of the unshifted \(F\): a fixed point only requires \(\varepsilon_i\le\varepsilon_a+b\), which permits \(\varepsilon_a<\varepsilon_i\). The orbital order should be checked without the shift.

For water in the 6-31G basis \(g=4.72\) hartree. This number depends strongly on the basis: it is 6.3 hartree in cc-pVDZ, 12.7 in 6-311G and 15.1 in cc-pVTZ. With \(b=5.22\) hartree, the program tested inequality (8) over 30 steps from each of ten random densities, and no step raised the energy. But no step raised it at \(b=0\) either. The bound is sufficient, not necessary, and this sample gives no evidence that water in 6-31G needs a shift. That does not carry over to other bases: in aug-cc-pVDZ, plain iteration from the core-Hamiltonian guess raises the energy in 20 of its first 40 steps and has not converged by then. The two-site model also needs a shift.

## Third contribution: the response near a solution

Take now a stationary density \(P_*\) with canonical orbitals and positive gaps, and rotate its occupied orbitals by a small \(x_{ai}\). In the fixed basis of \(P_*\), the rotated density has \(\delta P_{ai}=x_{ai}\). The off-diagonal part of \(F(P)-bP\) is then \((Wx)_{ai}-b\,x_{ai}\), and the unperturbed energy difference is \(d_{ai}+b\). Changes in the diagonal blocks affect the new mixing only in second order. Equation (3) gives

\[
x'=-(d+b)^{-1}(W-b)x=\left[1-(d+b)^{-1}H\right]x,\qquad H=d+W.\tag{9}
\]

The second form follows from \(b-W=(d+b)-(d+W)\). The three ingredients have distinct roles. With \(W=0\) and \(b=0\) the step would land on the solution, \(x'=0\). The response \(W\) displaces it from there: at \(b=0\) an eigenmode is multiplied by \(-x\cdot Wx/(x\cdot dx)\), so it overshoots to the opposite side where \(W\) is positive and stays on the side of the input where \(W\) is negative. The term \(b\) pulls the new density towards the input, and \(d+b\) divides both. By (5) with \(F_{ai}=0\), the energy near the solution is \(E_*+2x\cdot Hx\), so \(H>0\) at a nondegenerate minimum.

Let \(Hv=\lambda(d+b)v\). A mode \(v\) is multiplied in each step by

\[
m=1-\lambda.\tag{10}
\]

Local convergence requires \(|m|<1\), that is \(0<\lambda<2\). The lower limit is ensured by \(H>0\). The upper one requires

\[
2(d+b)-H=d+2b-W>0\tag{11}
\]

as a matrix inequality. For water, the program compared the matrix in (9) with finite differences of the actual SCF step at \(b=0\) and \(b=1\) hartree, and they agreed within the test's tolerance.

### The two-site model

Let \(\tau\) be the hopping and \(U\) the repulsion, so that \(h_{12}=-\tau\) and \(G(P)=U\,\mathrm{diag}(P_{11},P_{22})\). With \(s\) the difference of site populations per spin and \(c=\sqrt{1-s^2}\),

\[
P=\frac12\begin{pmatrix}1+s&c\\c&1-s\end{pmatrix},\qquad
E=-2\tau c+\frac U2(1+s^2).
\]

The matrix \(F-bP\) has diagonal difference \((U-b)s\) and off-diagonal element \(-(2\tau+bc)/2\). Its lower eigenvector has population difference

\[
s'=-\frac{(U-b)s}{\sqrt{(U-b)^2s^2+(2\tau+bc)^2}}.\tag{12}
\]

For small \(s\), \(c\to1\) and

\[
m=\frac{b-U}{2\tau+b}.\tag{13}
\]

This is (9) with one pair, \(d=2\tau=0.2\) and \(W=U=0.6\) hartree. At \(b=0\), \(m=-0.6/0.2=-3\): charge sent to one site returns threefold to the other. The growth ends when \(s'=-s\), which by (12) means \(U^2s^2+4\tau^2=U^2\), or \(s^2=1-0.04/0.36=8/9\). Then \(c=1/3\), and \(E=-0.067+0.567=0.500\) hartree, the energy of the two-cycle.

Condition (11) gives \(b>(0.6-0.2)/2=0.2\) hartree. The runs confirm it: those at 0.19 and 0.21 hartree fall on opposite sides of convergence. At \(b=U\) the numerator of (12) vanishes for every \(s\), hence the single step from any density with \(c\ge0\). Projectors with \(c<0\) also exist. If \(2\tau+bc<0\), the same step lands on the antibonding density, at 0.500 hartree, and stays there: a fixed point with \(\varepsilon_a<\varepsilon_i\). At 0.3 and 1.8 hartree the multipliers are \(-0.6\) and \(+0.6\), and both runs take 33 steps, one alternating in sign and the other not.

Here \(g=U\): a traceless \(D\) with diagonal \((u,-u)\) and off-diagonal element \(v\) gives \(2Uu^2/(2u^2+2v^2)\), largest at \(v=0\). The shift of 0.3 hartree thus converges although it is below the guarantee.

## Weighing damping against delay

For a single pair, (10) reads \(1-m(b)=H/(d+b)\), so

\[
1-m(b)=[1-m(0)]\frac{d}{d+b}.\tag{14}
\]

The mixing factor reappears, but it multiplies \(1-m\), not the speed of convergence directly. If \(m(0)\) is negative, reducing \(1-m\) first brings \(m\) towards zero and accelerates convergence. Only after \(m\) has become positive does a further shift slow it.

With many pairs, take \(d>0\) and \(H>0\). The ordered \(\lambda\) are the min-max values of

\[
R_b(x)=\frac{x\cdot Hx}{x\cdot(d+b)x},
\]

which decreases with \(b\) for every \(x\). Hence every ordered multiplier rises with \(b\). The asymptotic error factor is \(\rho=\max(m_{\max},-m_{\min})\). It falls while the negative end dominates and rises once the positive end does.

The positive end can be bounded. Write

\[
R_b(x)=R_0(x)\,\frac{\bar d(x)}{\bar d(x)+b},\qquad
\bar d(x)=\frac{x\cdot dx}{x\cdot x}.
\]

The last fraction increases with \(\bar d\), and \(\bar d\ge d_{\min}\). This gives the lower bound below. Evaluating \(R_b\) at the minimizer of \(R_0\), whose mean gap is \(\bar d_0\), gives the upper one:

\[
\frac{d_{\min}}{d_{\min}+b}\le\frac{1-m_{\max}(b)}{1-m_{\max}(0)}\le\frac{\bar d_0}{\bar d_0+b}.\tag{15}
\]

For water \(d_{\min}=0.704\) and \(\bar d_0=0.805\) hartree. At \(b=1\) hartree the bounds are 0.413 and 0.446. The multipliers give \((1-0.7922)/(1-0.5189)=0.432\), between them.

When \(b\) exceeds all relevant gaps, \(d+b\) approaches \(b\), and

\[
1-m_{\max}\simeq\frac{h_{\min}}b,\qquad
N_{10}=\frac{\ln10}{-\ln m_{\max}}\simeq\frac{2.303\,b}{h_{\min}},\tag{16}
\]

where \(h_{\min}\) is the lowest eigenvalue of \(H\) and \(N_{10}\) the number of steps per decimal digit. The cost becomes proportional to the shift. In water, \(h_{\min}=0.359\) hartree. Like all water values here, it is for 6-31G. In 6-311G, cc-pVDZ, aug-cc-pVDZ and cc-pVTZ, \(h_{\min}\) lies between 0.325 and 0.349 hartree, \(d_{\min}\) between 0.545 and 0.678 hartree and the unshifted \(m_{\min}\) between −0.65 and −0.58, while the unshifted \(m_{\max}\) stays at 0.52. The step counts in the table and below it are for a start that contains the slowest mode. A start that lacks this mode, for instance because of its symmetry, can converge faster.

| \(b\) (hartree) | \(m_{\min}\) | \(m_{\max}\) | steps per digit |
|---:|---:|---:|---:|
| 0 | −0.592 | 0.519 | 4.4 |
| 0.3 | −0.345 | 0.653 | 5.4 |
| 1 | −0.005 | 0.792 | 9.9 |
| 3 | 0.137 | 0.904 | 22.7 |
| 10 | 0.328 | 0.967 | 67.6 |

At \(b=10\) hartree, (16) estimates 64 steps per digit, about 5 % below the observed count. At zero shift the negative end dominates; at 0.3 hartree the positive end does. The optimum lies between. Since \(m_{\max}\) cannot drop below its unshifted value 0.519, even the best shift needs at least \(2.303/0.656=3.5\) steps per digit, so the asymptotic rate of water has little to gain; the best shift, near 0.06 hartree, gives about 3.9. Whether a distant start reaches the solution at all is a separate question. At \(b=5.22\) hartree, where descent is guaranteed, the upper bound in (15) gives \(1-m_{\max}\le0.481\times0.805/6.025=0.064\), hence at least about 34 steps per digit. The guarantee asks more than local convergence does: \(b>g\) covers every symmetric traceless density change and gives no credit for the gaps, whereas (11) involves only occupied-virtual changes and includes \(d\). For water, (11) already holds at \(b=0\), since \(m_{\min}=-0.592>-1\).

The delay also affects the stopping test. On a mode with multiplier \(m\), the step is \(x'-x=-(1-m)x\), so

\[
\frac{\text{error before the step}}{\text{length of the step}}=\frac1{1-m}.\tag{17}
\]

For the slowest mode of water at \(b=10\) hartree this ratio is 30. A small density change may then merely show that the shift permits no larger one. The commutator \([F,P]\) contains no shift and tests stationarity directly. The numerical check that follows gives the values used here; they describe the convergence of a finite-basis mean-field calculation, without electron correlation.

## Calculated quantities

```
MODEL: hopping 0.10, repulsion 0.60 hartree
gap 0.2000, descent bound g 0.6000 hartree
local convergence threshold in b: 0.2000 hartree
start: site-population difference per spin 0.20
solution energy 0.100000, start energy 0.116041 hartree
b/hartree, multiplier, steps to error 1e-8, final E/hartree
  0.0   -3.0000  none  0.500000
  0.1   -1.6667  none  0.425000
  0.3   -0.6000  33  0.100000
  0.6    0.0000  1  0.100000
  1.8    0.6000  33  0.100000
  3.8    0.8000  74  0.100000
WATER RHF/6-31G: OH 0.96 angstrom, angle 104.5 deg
basis functions 13, occupied 5, virtual 8
total energy -75.983940 hartree
smallest, largest pair gap: 0.7044, 22.2570 hartree
mixing test: frontier gap 0.7119, b 1.0 hartree
  gap/(gap+b) 0.41585
  exact ratio, full coupling 0.41800, 1% coupling 0.41585
  error ratio on halving coupling 7.948
b*dE at b=1e+05: -12.82303; -4 sum F^2: -12.82704 hartree^2
descent bound g 4.7198 hartree
random starts 10, steps from each 30
  b 0.0000 hartree: energy-raising steps 0
  b 5.2198 hartree: energy-raising steps 0
lowest Hessian eigenvalue h_min 0.3590 hartree
mean gap of slowest unshifted monotone mode 0.8052 hartree
b/hartree, m_min, m_max, observed rate, steps/decade, error/step
   0.0   -0.5920  0.5189  0.5920  4.39  0.628
   0.3   -0.3447  0.6529  0.6529  5.40  2.881
   1.0   -0.0054  0.7922  0.7922  9.88  4.811
   3.0    0.1369  0.9036  0.9036  22.71  10.372
  10.0    0.3283  0.9665  0.9665  67.61  29.867
b*(1-m_max) at b=1000: 0.3587 hartree
```
